# Square-root surface heating of a half space under constant heat flux

A thick solid is heated through its surface by a steady flux that begins at $t=0$. After 6250 ps its surface has warmed by $3.15\times10^{-4}$ eV, in units where temperature is an energy; that is 3.66 K. After 25 000 ps the rise is 7.32 K, and after 100 000 ps it is 14.64 K. Each time the heating lasts four times as long, the rise merely doubles, although four times as much heat has entered. Where the rest of the heat goes, and why the factor is two, follows from heat conduction.

## The model and its units

The solid fills $x>0$ and starts at a uniform temperature. From $t=0$ a heat flux $q$, constant in time and the same at every point of the surface, enters at $x=0$. This is a simple model of self-heating in a power transistor, where heat is released in a thin layer near the top of a much thicker crystal. It requires that heat spread much deeper than the thickness of the layer that releases it, yet not as far as the back of the crystal or the edges of the heated area.

The algebra is in atomic units with Boltzmann's constant also set to one. The temperature rise $\theta=k_B\Delta T$ is then an energy, the heat capacity per volume $c$ is an inverse volume, and the conductivity $\kappa$ is an inverse length times an inverse time. No other constant enters the equations, so they keep their form in any consistent set of units, and values in eV, Å and ps can be inserted directly. Division by $k_B$ in eV/K turns $\theta$ into kelvin.

Two physical statements are needed. The first is energy conservation. A layer between $x$ and $x+dx$ gains heat at the rate $j(x)-j(x+dx)$ per unit area, where $j$ is the flux in the direction of increasing $x$. Its stored heat per area is $c\,\theta\,dx$, so

$$c\,\frac{\partial\theta}{\partial t}=-\frac{\partial j}{\partial x}.$$

The second is Fourier's law, $j=-\kappa\,\partial\theta/\partial x$: heat flows towards lower temperature. With $\kappa$ and $c$ constant, the two combine into

$$\frac{\partial\theta}{\partial t}=D\,\frac{\partial^2\theta}{\partial x^2},\qquad D=\frac{\kappa}{c}.$$

The conditions are $\theta=0$ at $t=0$, $\theta\to0$ at great depth, and $j(0,t)=q$ for $t>0$. The result to be derived is

$$\theta(0,t)=2q\sqrt{\frac{t}{\pi\kappa c}}.$$

These conditions allow one solution only. Let $w$ be the difference of two solutions that decay with depth. It starts at zero and has no flux at the surface. Multiplying its heat equation by $cw$ and integrating by parts gives

$$\frac{d}{dt}\int_0^\infty\frac{c\,w^2}{2}\,dx=\Big[\kappa w\frac{\partial w}{\partial x}\Big]_0^\infty-\kappa\int_0^\infty\Big(\frac{\partial w}{\partial x}\Big)^2dx\le0.$$

The bracket vanishes at both ends. The integral on the left starts at zero, cannot grow and cannot be negative, so $w=0$. Two derivations that meet the same conditions must therefore agree.

## First derivation: follow the flux

The boundary condition fixes the flux, not the temperature, so it is convenient to solve for the flux first. Differentiate Fourier's law in time and insert energy conservation:

$$\frac{\partial j}{\partial t}=-\kappa\frac{\partial}{\partial x}\frac{\partial\theta}{\partial t}=\frac{\kappa}{c}\frac{\partial^2 j}{\partial x^2}=D\,\frac{\partial^2 j}{\partial x^2}.$$

The flux obeys the same equation as the temperature, with simpler conditions: $j=q$ at the surface, $j\to0$ at great depth, and $j=0$ initially for $x>0$.

The ratio $j/q$ is a pure number that can depend on $x$, $t$ and $D$. Since $D$ is a length squared per time, the one independent pure number these form is $x/\sqrt{Dt}$. The equation and the conditions for $j/q$ contain no other length or time. Hence

$$j=q\,f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}},$$

where the factor 2 is a convenience. From $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$,

$$\frac{\partial j}{\partial t}=-\frac{q\,\eta f'}{2t},\qquad D\frac{\partial^2j}{\partial x^2}=\frac{q f''}{4t}.$$

Equating these and multiplying by $4t/q$ gives

$$f''+2\eta f'=0,\qquad f(0)=1,\quad f(\infty)=0.$$

This is a first-order equation for $f'$, with solution $f'=-Ae^{-\eta^2}$. Integrating from the surface, $f=1-A\int_0^\eta e^{-v^2}dv$. The full Gaussian integral $I=\int_0^\infty e^{-v^2}dv$ follows from its square, which is an integral over a quarter plane: $I^2=\frac{\pi}{2}\int_0^\infty e^{-r^2}r\,dr=\frac{\pi}{4}$, so $I=\sqrt\pi/2$. The condition at infinity then requires $A=2/\sqrt\pi$, and

$$j(x,t)=q\,\mathrm{erfc}(\eta),\qquad \mathrm{erfc}(\eta)=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-v^2}dv.$$

For fixed $x>0$, $\eta\to\infty$ as $t\to0$, so the initial condition also holds.

The temperature follows by integrating Fourier's law from the cold interior, where $\theta=0$, back to $x$. With $dx'=2\sqrt{Dt}\,du$,

$$\theta(x,t)=\frac1\kappa\int_x^\infty j\,dx'=\frac{2q\sqrt{Dt}}{\kappa}\,F(\eta),\qquad F(\eta)=\int_\eta^\infty\mathrm{erfc}(u)\,du.$$

Insert the definition of erfc and do the $u$ integral first. For a given $v$, $u$ runs from $\eta$ to $v$, which gives a factor $v-\eta$:

$$F(\eta)=\frac{2}{\sqrt\pi}\int_\eta^\infty(v-\eta)e^{-v^2}dv=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta).$$

At the surface $F(0)=1/\sqrt\pi$. Since $\sqrt D/\kappa=1/\sqrt{\kappa c}$,

$$\theta(0,t)=\frac{2q}{\kappa}\sqrt{\frac{Dt}{\pi}}=2q\sqrt{\frac{t}{\pi\kappa c}}.$$

Energy conservation checks the factors. The stored heat per area is

$$c\int_0^\infty\theta\,dx=c\,\frac{2q\sqrt{Dt}}{\kappa}\,2\sqrt{Dt}\int_0^\infty F\,d\eta=4qt\int_0^\infty F\,d\eta .$$

Exchanging the order of integration again, and using $\int_0^v(v-\eta)\,d\eta=v^2/2$,

$$\int_0^\infty F\,d\eta=\frac{1}{\sqrt\pi}\int_0^\infty v^2e^{-v^2}dv=\frac{1}{\sqrt\pi}\cdot\frac{\sqrt\pi}{4}=\frac14,$$

where integration by parts reduces the $v^2$ integral to $I/2$. The stored heat is $qt$, as it must be.

This answers the opening question. The heat is shared by a layer whose depth grows as $\sqrt t$. If the whole layer had the surface temperature, its depth $d$ would follow from $c\,\theta(0,t)\,d=qt$, so $d=\tfrac12\sqrt{\pi Dt}$. Four times the heat in twice the depth gives twice the temperature.

## Second derivation: add up heat pulses

The steady flux can also be regarded as a succession of short pulses. Suppose that energy $E$ per unit area is released at the surface at one instant, and that the surface is insulated afterwards. After a further time $s$ the temperature rise is

$$\theta_E(x,s)=\frac{E}{c\sqrt{\pi Ds}}\,e^{-x^2/4Ds}.$$

Three checks establish this. First, the heat equation holds, because

$$\frac{\partial\theta_E}{\partial s}=\Big(\frac{x^2}{4Ds^2}-\frac{1}{2s}\Big)\theta_E,\qquad \frac{\partial^2\theta_E}{\partial x^2}=\Big(\frac{x^2}{4D^2s^2}-\frac{1}{2Ds}\Big)\theta_E,$$

and the first expression is $D$ times the second. Second, the slope $\partial\theta_E/\partial x=-x\theta_E/(2Ds)$ vanishes at $x=0$, so no heat crosses the surface after the pulse. Third, the total heat is

$$c\int_0^\infty\theta_E\,dx=\frac{E}{\sqrt{\pi Ds}}\,2\sqrt{Ds}\,\frac{\sqrt\pi}{2}=E,$$

and as $s\to0$ it is all concentrated at the surface.

The heat equation is linear, so the effects of successive pulses add. During a short interval $ds$ the flux delivers $E=q\,ds$. Summing over the age $s$ of the pulses,

$$\theta(x,t)=\int_0^t\frac{q}{c\sqrt{\pi Ds}}\,e^{-x^2/4Ds}\,ds.$$

At the surface the exponential is one, and $\int_0^t s^{-1/2}ds=2\sqrt t$. Because $c\sqrt D=\sqrt{\kappa c}$,

$$\theta(0,t)=\frac{q}{\sqrt{\pi\kappa c}}\int_0^t\frac{ds}{\sqrt s}=2q\sqrt{\frac{t}{\pi\kappa c}}.$$

The square root now has another reading. A pulse of age $s$ still contributes to the surface temperature in proportion to $s^{-1/2}$. Old heat has spread inward but is not lost, and the sum of these fading contributions grows as $\sqrt t$.

It remains to check that the sum has the required flux. Each pulse carries the flux $-\kappa\,\partial\theta_E/\partial x=(x/2s)\,c\,\theta_E$, so

$$j(x,t)=q\int_0^t\frac{x}{2\sqrt{\pi D}\,s^{3/2}}\,e^{-x^2/4Ds}\,ds.$$

Set $v=x/(2\sqrt{Ds})$. Then $dv=-x\,ds/(4\sqrt D\,s^{3/2})$, so the factor before the exponential, with $ds$, equals $-(2/\sqrt\pi)\,dv$. As $s$ runs from 0 to $t$, $v$ runs from infinity down to $\eta$. The result is $j=q\,\mathrm{erfc}(\eta)$, the flux of the first derivation. It tends to $q$ at the surface, and the two temperature profiles agree at every depth.

## What each derivation assumes

Both use Fourier's law, constant $\kappa$ and $c$, a uniform initial temperature, unlimited depth, and a surface that loses no heat. They differ in what else they need.

The first, as carried out here, uses a flux that is constant in time and a geometry with no length of its own. A further length or time in the problem, such as the thickness of a crystal or the period of a varying flux, would let $j/q$ depend on more than $\eta$. In return it finds the profile without any solution known beforehand.

The second needs a known pulse solution and the linearity of the equation. It does not need a constant flux. For a flux $q(t')$ that varies in time, the same sum gives

$$\theta(0,t)=\frac{1}{\sqrt{\pi\kappa c}}\int_0^t\frac{q(t')}{\sqrt{t-t'}}\,dt'.$$

This shows what the constant flux contributes to the result. Take instead $q(t')=B/\sqrt{t'}$. With $t'=t\sin^2\varphi$, the integral becomes $B\int_0^{\pi/2}2\,d\varphi=\pi B$. The surface then jumps to a constant temperature rise $B\sqrt{\pi/(\kappa c)}$. The square-root law thus belongs to constant flux, not to heat conduction in general.

Switching the heater off at time $t_p$ is another case. It amounts to adding a flux $-q$ from $t_p$ onwards, so for $t>t_p$

$$\theta(0,t)=\frac{2q}{\sqrt{\pi\kappa c}}\left(\sqrt t-\sqrt{t-t_p}\right).$$

For $t\gg t_p$ the bracket tends to $t_p/(2\sqrt t)$, and the rise becomes $qt_p/\sqrt{\pi\kappa ct}$. This is the surface value for a single pulse of energy $qt_p$.

## A heater of finite width

The pulse method also shows where the plane law stops. Let the flux enter through a disk of radius $a$, with the rest of the surface insulated. For energy $Q$ released at one surface point, the temperature rise after time $s$ is

$$\frac{Q}{c}\,\frac{1}{\sqrt{\pi Ds}}\,\frac{1}{4\pi Ds}\,e^{-r^2/4Ds},$$

where $r$ is the distance from that point. This is a product of one Gaussian in depth and two along the surface. Each factor obeys its own one-dimensional heat equation, so by the product rule the whole obeys the three-dimensional one. The depth factor integrates to one over the half line, and the other two integrate to one over the surface, so the total heat is $Q$.

At the centre of the disk, the contributions of all surface points at distance $\rho<a$ add up to

$$\int_0^a e^{-\rho^2/4Ds}\,2\pi\rho\,d\rho=4\pi Ds\left(1-e^{-a^2/4Ds}\right).$$

The centre temperature is therefore

$$\theta_{\rm disk}(t)=\int_0^t\frac{q}{c\sqrt{\pi Ds}}\left(1-e^{-a^2/4Ds}\right)ds=\theta(0,t)-\theta(a,t).$$

The last step compares each term with the pulse sum for the plane heater. The centre of the disk is cooler than the plane law predicts by the rise that a plane heater would cause at depth $a$. In terms of $F$,

$$\theta_{\rm disk}(t)=\frac{2q\sqrt{Dt}}{\kappa}\left[\frac{1}{\sqrt\pi}-F\!\left(\frac{a}{2\sqrt{Dt}}\right)\right].$$

While $\sqrt{Dt}\ll a$, $F$ is very small and the square-root law holds at the centre. It does not hold at the rim, where only about half of the nearby surface is heated and the early rise is about half the plane value. At late times the argument of $F$ is small. From $F'=-\mathrm{erfc}$ one has $F'(0)=-1$ and $F''(0)=2/\sqrt\pi$, so $F(\eta)\approx1/\sqrt\pi-\eta+\eta^2/\sqrt\pi$. Inserting $\eta=a/(2\sqrt{Dt})$ gives

$$\theta_{\rm disk}(t)\approx\frac{qa}{\kappa}\left(1-\frac{a}{2\sqrt{\pi Dt}}\right).$$

The temperature levels off because heat now spreads down and in both directions along the surface. Under a long strip heater, where it can spread sideways only across the strip, the temperature keeps rising slowly. The early rise depends on the product $\kappa c$, whereas the final value depends on $\kappa$ and not on $c$.

## Numbers

The example takes round model parameters: $\kappa=1000$ Å$^{-1}$ ps$^{-1}$, $c=0.2$ Å$^{-3}$ and $q=5\times10^{-5}$ eV Å$^{-2}$ ps$^{-1}$. Then $D=1000/0.2=5000$ Å$^2$/ps, and the coefficient of $\sqrt t$ is

$$\frac{2q}{\sqrt{\pi\kappa c}}=\frac{10^{-4}}{\sqrt{628.3}}=3.989\times10^{-6}\ \text{eV ps}^{-1/2}.$$

At $t=10^5$ ps, $\sqrt t=316.2$ ps$^{1/2}$, and the surface rise is $1.262\times10^{-3}$ eV, or 14.64 K.

By then $\sqrt{Dt}=22\,361$ Å, and $qt=5$ eV/Å$^2$ has entered. The equivalent depth is $d=0.886\times22\,361\approx19\,800$ Å, and indeed $0.2\times1.262\times10^{-3}\times19\,800\approx5.0$ eV/Å$^2$. At the depth $2\sqrt{Dt}=44\,721$ Å the rise is 8.9% of its surface value, while the flux is still 15.7% of $q$.

If the heater is switched off after 75 000 ps, the rise at 100 000 ps is the difference between the plane-law values for 100 000 and 25 000 ps: $14.64-7.32=7.32$ K.

The law was tested against a numerical solid divided into thin cells, which obeys just energy balance and Fourier's law. Its surface temperature agrees with the formula to within $1.6\times10^{-4}$ of the formula value at the three times, and the fitted power of $t$ is 0.49995. The profile and the flux were tested in the same way, as the numerical output shows.

For a disk of radius $a=10^5$ Å the centre behaves as follows.

| $t$ (ps) | $\sqrt{Dt}/a$ | plane law (K) | disk centre (K) |
|---|---|---|---|
| $10^5$ | 0.224 | 14.64 | 14.63 |
| $10^6$ | 0.707 | 46.30 | 36.63 |
| $4\times10^6$ | 1.414 | 92.59 | 46.68 |

At the last time the plane law is too high by about a factor of two. The late-time formula gives $5.0\times10^{-3}\times(1-0.20)=4.0\times10^{-3}$ eV, close to the full value of $4.02\times10^{-3}$ eV. The final rise is $qa/\kappa=5.0\times10^{-3}$ eV, or 58 K.

A practical limit follows from the profile. When $2\sqrt{Dt}=a$, the centre lies below the plane law by the 8.9% found above. Here that happens at $t=a^2/4D=5\times10^5$ ps.

A cell calculation for the disk agrees with the disk formula to within $4.9\times10^{-4}$ of the formula value. The largest difference occurs at $10^5$ ps, where it is about as large as the gap between disk and plane. At that time the comparison confirms the temperature but does not resolve the effect of the edge. At the two later times the edge lowers the centre by 21% and 50%, and the comparison resolves it clearly.

## Where the law fails

At early times the law gives a heating rate $\partial\theta/\partial t=\theta/(2t)$, proportional to $t^{-1/2}$, which grows without bound as $t\to0$. This comes from letting all the heat enter at a plane of zero thickness. If it is released evenly in a layer of thickness $\delta$, the layer warms at first at the finite rate $q/(c\delta)$, and the law holds only once $\sqrt{Dt}$ is long compared with $\delta$. The pulse solution has another unphysical feature: it warms every depth at once. This is a consequence of Fourier's law, in which the flux follows the temperature gradient without delay. That law assumes that the carriers of heat collide many times within the times and distances considered. The result therefore applies when $t$ is long compared with their relaxation time and $\sqrt{Dt}$ is long compared with their mean free path. In a crystal such as silicon at room temperature the free paths cover a wide range, and some exceed a micrometre. The model parameters are not those of silicon, whose heat capacity per volume is smaller and whose diffusivity is larger, but the lengths are of the same order. At the three opening times of the example $\sqrt{Dt}$ is only 0.56, 1.1 and 2.2 µm. None of these is long compared with such free paths, so for such a crystal the law would be a rough approximation at the earliest time and would still carry an error at the later two.

At late times the boundaries decide. The disk shows the effect of finite width. In a crystal of thickness $L$ heated over its whole surface, the law fails once $\sqrt{Dt}$ is comparable with $L$. If the back is insulated, energy conservation makes the mean rise $qt/(cL)$, which is linear in time. If the back is held at the initial temperature, the flux finally becomes $q$ at every depth, and Fourier's law gives a steady surface rise $qL/\kappa$.

For large temperature rises, the change of $\kappa$ and $c$ with temperature also matters. In silicon near room temperature, for instance, $\kappa$ falls on heating, and formulas that keep its initial value would underestimate rises as large as the later ones in the table. The heat equation is then no longer linear in $\theta$, pulses can no longer simply be added, and the formulas above hold as an approximation for rises small enough to leave both properties nearly unchanged.

## Computed results

```
conductivity kappa = 1000 1/(angstrom ps)
heat capacity c = 0.2 1/angstrom^3
diffusivity D = 5000 angstrom^2/ps
heat flux q = 5.0e-05 eV/(angstrom^2 ps)
rise / sqrt(t) = 3.9894e-06 eV/ps^0.5
Plane heater, surface rise from formula and from cells:
t = 6250 ps: formula 3.1539e-04 eV = 3.66 K; cells 3.1544e-04 eV
t = 25000 ps: formula 6.3078e-04 eV = 7.32 K; cells 6.3081e-04 eV
t = 100000 ps: formula 1.2616e-03 eV = 14.64 K; cells 1.2616e-03 eV
fitted exponent of time from cells = 0.49995
largest relative surface error = 1.6e-04
largest profile error / surface rise = 2.4e-06
largest flux error / q = 2.1e-06
integral of erfc = 0.564190
integral of F = 0.250000
At t = 100000 ps:
sqrt(D t) = 22361 angstrom
heat supplied q t = 5.0000 eV/angstrom^2
heat stored, by quadrature = 5.0000 eV/angstrom^2
depth 2 sqrt(D t) = 44721 angstrom
rise at that depth = 1.124e-04 eV
rise there / surface rise = 0.0891
flux there / q = 0.1573
Disk heater, radius a = 100000 angstrom, centre rise:
t = 100000 ps: sqrt(D t)/a = 0.224
  plane law 1.2616e-03 eV = 14.64 K
  disk formula 1.2609e-03 eV = 14.63 K; cells 1.2615e-03 eV
  disk / plane = 0.9995
t = 1000000 ps: sqrt(D t)/a = 0.707
  plane law 3.9894e-03 eV = 46.30 K
  disk formula 3.1563e-03 eV = 36.63 K; cells 3.1565e-03 eV
  disk / plane = 0.7912
t = 4000000 ps: sqrt(D t)/a = 1.414
  plane law 7.9788e-03 eV = 92.59 K
  disk formula 4.0229e-03 eV = 46.68 K; cells 4.0232e-03 eV
  disk / plane = 0.5042
largest relative disk error = 4.9e-04
steady disk limit q a/kappa = 5.000e-03 eV = 58.02 K
```
